# Click Fraction of a Gated Single-Photon Detector with Skipped Gates: a program that tests the result

```python
"""Long-run click fraction of a gated single-photon detector.

Result under test: if an armed gate clicks with probability p and the k gates
after each click are skipped, the fraction of all gates that click tends to
    c = p / (1 + k p),   which is 0.05 for p = 0.1 and k = 10.
Chain states: 0 = armed, s = 1..k = s gates still to be skipped.
Afterpulse model: a click adds the click probability a1 * r**(j-1) in the
j-th armed gate after its pause, r = exp(-gate period / trap release time).
"""
import math
import numpy as np


def transition_matrix(p, k):
    matrix = np.zeros((k + 1, k + 1))
    matrix[0, 0] += 1 - p
    matrix[0, k] += p
    for s in range(1, k + 1):
        matrix[s, s - 1] = 1.0
    return matrix


def stationary(matrix):
    size = len(matrix)
    system = np.vstack([matrix.T - np.eye(size), np.ones(size)])
    target = np.zeros(size + 1)
    target[-1] = 1.0
    return np.linalg.lstsq(system, target, rcond=None)[0]


def chain_fraction(p, k):
    return p * stationary(transition_matrix(p, k))[0]


def simulate(p, k, gates, seed, a1=0.0, r=1.0):
    """Apply the detector rule gate by gate, remembering all earlier clicks."""
    draws = np.random.default_rng(seed).random(gates).tolist()
    skip, armed, trap, clicks = 0, 0, 0.0, []
    kick = a1 * r ** (-(k + 1))
    for n, u in enumerate(draws):
        trap *= r
        if skip:
            skip -= 1
            continue
        armed += 1
        if u < 1 - (1 - p) * (1 - min(trap, 1.0)):
            clicks.append(n)
            skip = k
            trap += kick
    return np.array(clicks), armed


def afterpulse_hazard(p, a1, r, length=300):
    return 1 - (1 - p) * (1 - a1 * r ** np.arange(length))


def cycle_sum_fraction(p, k, a1, r):
    """Inverse mean click spacing from the survival probabilities."""
    hazard = afterpulse_hazard(p, a1, r)
    survival = np.concatenate([[1.0], np.cumprod(1 - hazard)[:-1]])
    return 1 / (k + survival.sum())


def age_chain_fraction(p, k, a1, r):
    """Same model as a chain whose states record the time since the click."""
    hazard = afterpulse_hazard(p, a1, r)
    size = k + len(hazard)
    matrix = np.zeros((size, size))
    for i in range(k):
        matrix[i, i + 1] = 1.0
    for j, h in enumerate(hazard):
        matrix[k + j, 0] += h
        matrix[k + j, min(k + j + 1, size - 1)] += 1 - h
    return float(stationary(matrix)[k:] @ hazard)


p, k = 0.1, 10
c = p / (1 + k * p)

# Stationary state of the matrix against the formula, for several cases
for p_test in (0.01, 0.1, 0.5, 0.95):
    for k_test in (0, 1, 3, 10, 40):
        formula = p_test / (1 + k_test * p_test)
        assert abs(chain_fraction(p_test, k_test) - formula) < 1e-10
matrix = transition_matrix(p, k)
weights = stationary(matrix)
assert np.allclose(weights[1:], p * weights[0], atol=1e-12)
assert abs(p * weights[0] - 0.05) < 1e-12

# Evolution from an armed start: balance, bounds and decay
total = 2000
state = np.zeros(k + 1)
state[0] = 1.0
click_prob = np.zeros(total)
for n in range(total):
    click_prob[n] = p * state[0]
    state = state @ matrix
for n in range(total):
    recent = click_prob[max(0, n - k):n].sum()
    assert abs(click_prob[n] / p + recent - 1) < 1e-10
expected = np.cumsum(click_prob)
count_gates = np.arange(1, total + 1)
assert np.all(expected >= count_gates * c - 1e-9)
assert np.all(expected <= (count_gates + k) * c + 1e-9)

polynomial = np.zeros(k + 2)
polynomial[0], polynomial[1], polynomial[-1] = 1.0, -(1 - p), -p
root_sizes = np.sort(np.abs(np.roots(polynomial)))[::-1]
eigen_sizes = np.sort(np.abs(np.linalg.eigvals(matrix)))[::-1]
assert np.allclose(root_sizes, eigen_sizes, atol=1e-8)
assert abs(root_sizes[0] - 1) < 1e-10 and root_sizes[1] < 1
decay = root_sizes[1]
# For a leading complex pair this determinant shrinks by decay**2 per gate
d = click_prob - c
det_a = d[101] * d[99] - d[100] ** 2
det_b = d[111] * d[109] - d[110] ** 2
measured_decay = (det_b / det_a) ** (1 / 20)
assert abs(measured_decay - decay) < 0.005
settled = int(np.max(np.nonzero(np.abs(d) > 0.01 * c)[0])) + 2

# Full distribution of the number of clicks: variance per gate
mean_gap, var_gap = k + 1 / p, (1 - p) / p**2
var_rate = var_gap / mean_gap**3
numbers = np.arange(total // (k + 1) + 3)
dist = np.zeros((k + 1, len(numbers)))
dist[0, 0] = 1.0
variance = {}
for n in range(1, total + 1):
    new = np.zeros_like(dist)
    new[:-1] = dist[1:]
    new[0] += (1 - p) * dist[0]
    new[k, 1:] += p * dist[0, :-1]
    dist = new
    if n in (total // 2, total):
        marginal = dist.sum(axis=0)
        mean = marginal @ numbers
        assert abs(mean - expected[n - 1]) < 1e-8
        variance[n] = marginal @ (numbers - mean) ** 2
slope = (variance[total] - variance[total // 2]) / (total // 2)
assert abs(slope / var_rate - 1) < 1e-6

# Direct simulation of the rule; tolerances are about five standard errors
sim_gates = 2_000_000
clicks, armed = simulate(p, k, sim_gates, seed=7)
sim_fraction = len(clicks) / sim_gates
sim_error = math.sqrt(var_rate / sim_gates)
gaps = np.diff(clicks)
assert abs(sim_fraction - c) < 5 * sim_error
assert gaps.min() == k + 1
assert abs(gaps.mean() - mean_gap) < 0.15
assert abs(gaps.var() - var_gap) < 5
recovered = sim_fraction / (1 - k * sim_fraction)
assert abs(recovered - len(clicks) / armed) < 1e-5
assert abs(recovered - p) < 0.002

# Device example, rough typical values
gate_rate_khz = 1000.0
efficiency, dark = 0.2, 1e-5
photons = -math.log((1 - p) / (1 - dark)) / efficiency
poisson_sum = sum(
    math.exp(-photons) * photons**m / math.factorial(m)
    * (1 - (1 - dark) * (1 - efficiency) ** m) for m in range(60))
assert abs(poisson_sum - p) < 1e-12


def armed_click(mean_photons, dark_prob):
    return 1 - (1 - dark_prob) * math.exp(-efficiency * mean_photons)


# Neglected effects
a1, release_us = 0.002, 5.0
period_us = 1000.0 / gate_rate_khz
r = math.exp(-period_us / release_us)
# Earlier clicks are at least k+1 gates apart, hence a geometric bound
bound_factor = 1 / (1 - r ** (k + 1))
last_only = cycle_sum_fraction(p, k, a1, r)
all_bound = cycle_sum_fraction(p, k, a1 * bound_factor, r)
for strength in (a1, 0.1):
    one = cycle_sum_fraction(p, k, strength, r)
    assert abs(one - age_chain_fraction(p, k, strength, r)) < 1e-10
# Strong afterpulsing, so that the bracket is tested well above the noise
strong = 0.1
strong_clicks, _ = simulate(p, k, sim_gates, seed=11, a1=strong, r=r)
strong_fraction = len(strong_clicks) / sim_gates
strong_low = cycle_sum_fraction(p, k, strong, r)
strong_high = cycle_sum_fraction(p, k, strong * bound_factor, r)
assert strong_low > c + 20 * sim_error
assert strong_low - 4 * sim_error < strong_fraction
assert strong_fraction < strong_high + 4 * sim_error

drift = 0.05
bright = chain_fraction(armed_click(photons * (1 + drift), dark), k)
dim = chain_fraction(armed_click(photons * (1 - drift), dark), k)
drift_mean = 0.5 * (bright + dim)
assert dim < drift_mean < c < bright
warm = chain_fraction(armed_click(photons, 10 * dark), k)


def percent_change(value):
    return 100 * (value / c - 1)


seconds_gates = gate_rate_khz * 1000
print(f"click probability per armed gate p: {p:.3f}")
print(f"gates skipped after a click k: {k}")
print(f"armed fraction of gates, from matrix: {weights[0]:.6f}")
print(f"weight of each skip state, from matrix: {weights[1]:.6f}")
print(f"click fraction, from matrix: {p * weights[0]:.6f}")
print(f"click fraction, formula: {c:.6f}")
for gate in (1, 2, 11, 12, 20, 50, 100):
    print(f"click probability at gate {gate}: {click_prob[gate-1]:.6f}")
for length in (100, 1000):
    print(f"mean fraction, first {length} gates: "
          f"{expected[length-1]/length:.6f}"
          f" (upper bound {(length + k) * c / length:.6f})")
print(f"largest root modulus below 1: {decay:.4f}")
print(f"decay factor per gate seen in evolution: {measured_decay:.4f}")
print(f"within 1 percent of limit from gate: {settled}")
print(f"mean click spacing: {mean_gap:.2f} gates")
print(f"variance of click spacing: {var_gap:.2f} gates^2")
print(f"count variance per gate, formula: {var_rate:.6f}")
print(f"count variance per gate, distribution: {slope:.6f}")
print(f"same for independent clicks at 5 percent: {c * (1 - c):.6f}")
print(f"simulated gates: {sim_gates}")
print(f"simulated click fraction: {sim_fraction:.6f}")
print(f"standard error of that fraction: {sim_error:.6f}")
print(f"simulated spacing mean: {gaps.mean():.3f} gates")
print(f"simulated spacing variance: {gaps.var():.2f} gates^2")
print(f"p recovered from simulated fraction: {recovered:.5f}")
print(f"gate rate: {gate_rate_khz:.0f} kHz")
print(f"detection efficiency: {efficiency:.2f}")
print(f"dark-click probability per gate: {dark:.1e}")
print(f"mean photon number per pulse: {photons:.4f}")
print(f"click rate: {c * gate_rate_khz:.3f} kHz")
print(f"click rate without pause: {p * gate_rate_khz:.3f} kHz")
print(f"ceiling set by pause (p = 1): {gate_rate_khz / (k + 1):.2f} kHz")
print(f"mean clicks in one second: {c * seconds_gates:.0f}")
print(f"their standard deviation: "
      f"{math.sqrt(var_rate * seconds_gates):.1f}")
print(f"same for independent clicks: "
      f"{math.sqrt(c * (1 - c) * seconds_gates):.1f}")
print(f"afterpulse probability, first re-armed gate: {a1:.4f}")
print(f"trap release time: {release_us:.1f} us")
print(f"click fraction, afterpulses of last click: {last_only:.6f}")
print(f"relative change: {percent_change(last_only):+.3f} percent")
print(f"upper bound, afterpulses of all clicks: {all_bound:.6f}")
print(f"relative change: {percent_change(all_bound):+.3f} percent")
print(f"strong test, first-gate afterpulse: {strong:.2f}")
print(f"strong test, last click / simulated / bound: "
      f"{strong_low:.5f} / {strong_fraction:.5f} / {strong_high:.5f}")
print(f"light up 5 percent, change: {percent_change(bright):+.3f} percent")
print(f"light down 5 percent, change: {percent_change(dim):+.3f} percent")
print(f"average of both, change: {percent_change(drift_mean):+.4f} percent")
print(f"dark clicks tenfold, change: {percent_change(warm):+.4f} percent")
print("verified")
```

It prints:

```
click probability per armed gate p: 0.100
gates skipped after a click k: 10
armed fraction of gates, from matrix: 0.500000
weight of each skip state, from matrix: 0.050000
click fraction, from matrix: 0.050000
click fraction, formula: 0.050000
click probability at gate 1: 0.100000
click probability at gate 2: 0.090000
click probability at gate 11: 0.034868
click probability at gate 12: 0.041381
click probability at gate 20: 0.052251
click probability at gate 50: 0.049998
click probability at gate 100: 0.050000
mean fraction, first 100 gates: 0.051375 (upper bound 0.055000)
mean fraction, first 1000 gates: 0.050137 (upper bound 0.050500)
largest root modulus below 1: 0.8728
decay factor per gate seen in evolution: 0.8728
within 1 percent of limit from gate: 34
mean click spacing: 20.00 gates
variance of click spacing: 90.00 gates^2
count variance per gate, formula: 0.011250
count variance per gate, distribution: 0.011250
same for independent clicks at 5 percent: 0.047500
simulated gates: 2000000
simulated click fraction: 0.050035
standard error of that fraction: 0.000075
simulated spacing mean: 19.986 gates
simulated spacing variance: 90.43 gates^2
p recovered from simulated fraction: 0.10014
gate rate: 1000 kHz
detection efficiency: 0.20
dark-click probability per gate: 1.0e-05
mean photon number per pulse: 0.5268
click rate: 50.000 kHz
click rate without pause: 100.000 kHz
ceiling set by pause (p = 1): 90.91 kHz
mean clicks in one second: 50000
their standard deviation: 106.1
same for independent clicks: 217.9
afterpulse probability, first re-armed gate: 0.0020
trap release time: 5.0 us
click fraction, afterpulses of last click: 0.050171
relative change: +0.342 percent
upper bound, afterpulses of all clicks: 0.050192
relative change: +0.385 percent
strong test, first-gate afterpulse: 0.10
strong test, last click / simulated / bound: 0.05833 / 0.05875 / 0.05932
light up 5 percent, change: +2.310 percent
light down 5 percent, change: -2.434 percent
average of both, change: -0.0625 percent
dark clicks tenfold, change: +0.0405 percent
verified
```
